# Hurley's Condition and the Pulay Term in H2+: test program

```python
"""
Result under test (atomic units). For an optimized trial function psi,
    dW/dR = <dH/dR> + P,   P = 2 <d psi/dR | (H - E) psi> / <psi|psi>,
and the Pulay term P vanishes if the trial family is the same set for all R.
System: H2+, nucleus a at z = 0, nucleus b at z = R, fixed nuclei.
  zeta : exponent of the 1s Slater functions a, b;  w = zeta*R
  S = <a|b>, J = <a|1/r_b|a>, K = <a|1/r_b|b>, L = <a|cos(theta_b)/r_b|b>
  theta_b : angle at b measured from the direction towards a
  "electrostatic" : the expectation value <dH/dR>, nuclear repulsion included
Second system: s Gaussians on two centres, fixed to the nuclei or floating.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, fsolve, minimize
from scipy.special import gamma, gammainc
from pyscf import gto


def slope(f, x, h=2e-3):
    """Fourth-order central difference."""
    return (8 * (f(x + h) - f(x - h)) - (f(x + 2 * h) - f(x - 2 * h))) / (12 * h)


# ---------- Slater functions: derived formulas ----------
def slater_energy(zeta, R):
    w = zeta * R
    S = np.exp(-w) * (1 + w + w**2 / 3)
    J = (1 - (1 + w) * np.exp(-2 * w)) / R
    K = zeta * (1 + w) * np.exp(-w)
    top = zeta**2 / 2 - zeta - J - zeta**2 * S / 2 + (zeta - 2) * K
    return top / (1 + S) + 1 / R


def energy_slope_zeta(zeta, R):
    return slater_energy(zeta + 1e-30j, R).imag / 1e-30


def best_zeta(R):
    return brentq(energy_slope_zeta, 0.8, 2.2, args=(R,), xtol=1e-13)


def optimized_energy(R):
    return slater_energy(best_zeta(R), R)


def integral_L(zeta, R):
    w = zeta * R

    def integrand(t):
        x = t / w
        xi = 1 + x
        log_part = np.log((xi + 1) / x)
        return np.exp(-t) * (4 * xi**2 - 2 - 2 * xi * x * (xi + 1) * log_part)

    value = quad(integrand, 0, 60, epsabs=1e-12, epsrel=1e-11, limit=200)[0]
    return zeta * w / 2 * np.exp(-w) * value


def slater_terms(zeta, R):
    w = zeta * R
    t = {"S": np.exp(-w) * (1 + w + w**2 / 3),
         "J": (1 - (1 + w) * np.exp(-2 * w)) / R,
         "K": zeta * (1 + w) * np.exp(-w),
         "L": integral_L(zeta, R),
         "dS": -zeta * w * (1 + w) * np.exp(-w) / 3,
         "dJ": -(1 - (1 + 2 * w + 2 * w**2) * np.exp(-2 * w)) / R**2,
         "dK": -zeta**2 * w * np.exp(-w)}
    E = slater_energy(zeta, R)
    t["electrostatic"] = -1 / R**2 - (
        t["dJ"] / 2 + t["dK"] + zeta * t["L"]) / (1 + t["S"])
    t["pulay"] = ((1 / R - E - zeta**2 / 2) * t["dS"] + (zeta - 1) * t["dK"]
                  + zeta * t["L"] - t["dJ"] / 2) / (1 + t["S"])
    return t


# ---------- Slater functions: definitions by quadrature ----------
def slater_quadrature(zeta, R, n=180):
    """xi = cosh(mu), eta = cos(nu) are the spheroidal coordinates."""
    x, weight = np.polynomial.legendre.leggauss(n)
    mu_max = np.arccosh(1 + 45 / (zeta * R))
    mu = (mu_max * (x + 1) / 2)[:, None]
    nu = (np.pi * (x + 1) / 2)[None, :]
    xi, eta = np.cosh(mu), np.cos(nu)
    volume = (2 * np.pi * R**3 / 8 * (xi**2 - eta**2) * np.sinh(mu)
              * np.sin(nu) * np.outer(weight, weight) * mu_max * np.pi / 4)
    ra, rb = R * (xi + eta) / 2, R * (xi - eta) / 2
    z = R * (1 + xi * eta) / 2
    rho2 = (R * np.sinh(mu) * np.sin(nu) / 2)**2
    amp = np.sqrt(zeta**3 / np.pi)
    a, b = amp * np.exp(-zeta * ra), amp * np.exp(-zeta * rb)
    psi = a + b
    norm = np.sum(volume * psi**2)
    cos_ab = (ra**2 + rb**2 - R**2) / (2 * ra * rb)
    grad2 = zeta**2 * (a**2 + b**2 + 2 * a * b * cos_ab)
    T = np.sum(volume * grad2) / (2 * norm)
    V = -np.sum(volume * psi**2 * (1 / ra + 1 / rb)) / norm + 1 / R
    electrostatic = np.sum(volume * psi**2 * (R - z) / rb**3) / norm - 1 / R**2
    h = 1e-4
    moved = [amp * np.exp(-zeta * np.sqrt(rho2 + (z - R - s)**2)) for s in (h, -h)]
    dpsi = (moved[0] - moved[1]) / (2 * h)
    H_psi = ((-zeta**2 / 2 + zeta / ra) * a + (-zeta**2 / 2 + zeta / rb) * b
             + (1 / R - 1 / ra - 1 / rb) * psi)
    pulay = 2 * np.sum(volume * dpsi * (H_psi - (T + V) * psi)) / norm
    return T, V, electrostatic, pulay


R0 = 2.0
zeta0 = best_zeta(R0)
results = {}
for name, zeta in (("zeta = 1", 1.0), ("optimized zeta", zeta0)):
    terms = slater_terms(zeta, R0)
    T, V, es_quad, pulay_quad = slater_quadrature(zeta, R0)
    total = slope(lambda R: slater_energy(zeta, R), R0)
    assert abs(T + V - slater_energy(zeta, R0)) < 1e-7
    assert abs(es_quad - terms["electrostatic"]) < 1e-6
    assert abs(pulay_quad - terms["pulay"]) < 1e-6
    assert abs(es_quad + pulay_quad - total) < 1e-6
    # scaled coordinates: remainder is (zeta/R) dE/dzeta, zero at the optimum
    virial = -(2 * T + V) / R0
    remainder = zeta / R0 * energy_slope_zeta(zeta, R0)
    assert abs(total - virial - remainder) < 1e-6
    results[name] = (zeta, terms, T, V, total, virial, remainder)
assert abs(results["zeta = 1"][6]) > 1e-2
assert abs(results["optimized zeta"][6]) < 1e-9
reoptimized_slope = slope(optimized_energy, R0)
assert abs(reoptimized_slope - results["optimized zeta"][4]) < 1e-8

R_eq = brentq(lambda R: slope(optimized_energy, R), 1.5, 2.6)
scan_R = np.linspace(0.5, 12.0, 47)
scan_es = np.array([slater_terms(best_zeta(R), R)["electrostatic"] for R in scan_R])
assert np.all(scan_es < 0)
R_far = 20.0
far = slater_terms(best_zeta(R_far), R_far)
far_slope = slope(optimized_energy, R_far)
assert abs(2 * R_far**2 * far["pulay"] - 1) < 1e-3
assert abs(2 * R_far**2 * far["electrostatic"] + 1) < 1e-3
assert abs(far_slope) < 1e-6

# ---------- Gaussians: fixed to the nuclei or floating ----------
exponents = np.array([0.2, 0.8, 3.2, 12.8])
alpha = np.concatenate([exponents, exponents])


def boys(m, t):
    t = np.maximum(t, 1e-14)
    return gamma(m + 0.5) * gammainc(m + 0.5, t) / (2 * t**(m + 0.5))


def gaussian_matrices(centres, R):
    """Overlap, Hamiltonian, and dH/dR at fixed functions."""
    pos = np.repeat(centres, len(exponents))
    p = alpha[:, None] + alpha[None, :]
    red = np.outer(alpha, alpha) / p
    d2 = (pos[:, None] - pos[None, :])**2
    mid = (alpha[:, None] * pos[:, None] + alpha[None, :] * pos[None, :]) / p
    pref = (4 * np.outer(alpha, alpha) / np.pi**2)**0.75 * np.exp(-red * d2)
    S = pref * (np.pi / p)**1.5
    H = red * (3 - 2 * red * d2) * S + S / R
    for nucleus in (0.0, R):
        H = H - 2 * np.pi / p * pref * boys(0, p * (mid - nucleus)**2)
    dH = 4 * np.pi * pref * boys(1, p * (mid - R)**2) * (R - mid) - S / R**2
    return S, H, dH


def gaussian_state(centres, R):
    S, H, dH = gaussian_matrices(centres, R)
    values, vectors = eigh(H, S)
    c = vectors[:, 0]
    return values[0], c, c @ dH @ c


def centre_gradient(centres, R):
    z1, z2 = centres
    return np.array([
        slope(lambda s: gaussian_state((s, z2), R)[0], z1, 1e-3),
        slope(lambda s: gaussian_state((z1, s), R)[0], z2, 1e-3)])


def floating_centres(R):
    start = minimize(lambda z: gaussian_state(z, R)[0], [0.03, R - 0.03],
                     method="Nelder-Mead",
                     options={"xatol": 1e-5, "fatol": 1e-11}).x
    z = fsolve(centre_gradient, start, args=(R,), xtol=1e-11)
    assert np.max(np.abs(centre_gradient(z, R))) < 1e-8
    return z


def fixed_energy(R):
    return gaussian_state((0.0, R), R)[0]


def floating_energy(R):
    return gaussian_state(floating_centres(R), R)[0]


mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, R0)]], unit="Bohr",
            basis={"H": [[0, [float(e), 1.0]] for e in exponents]},
            charge=1, spin=1, verbose=0)
core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
library_energy = eigh(core, mol.intor("int1e_ovlp"))[0][0] + 1 / R0
E_fix, c_fix, es_fix = gaussian_state((0.0, R0), R0)
assert abs(library_energy - E_fix) < 1e-9

pulay_fix = centre_gradient((0.0, R0), R0)[1]
total_fix = slope(fixed_energy, R0)
assert abs(es_fix + pulay_fix - total_fix) < 1e-7
assert abs(pulay_fix) > 1e-2

z_float = floating_centres(R0)
E_float, c_float, es_float = gaussian_state(z_float, R0)
total_float = slope(floating_energy, R0)
assert abs(es_float - total_float) < 1e-6
assert E_float < E_fix
step = 1e-3
hessian = np.array([(centre_gradient(z_float + step * e, R0)
                     - centre_gradient(z_float - step * e, R0)) / (2 * step)
                    for e in np.eye(2)])
assert np.all(np.linalg.eigvalsh((hessian + hessian.T) / 2) > 0)

# the old optimum kept while nucleus b moves, against the new optimum
shift = 0.05


def frozen_energy(centres, c, R):
    return c @ gaussian_matrices(centres, R)[1] @ c


gap_float = [frozen_energy(z_float, c_float, R0 + s) - floating_energy(R0 + s)
             for s in (shift, -shift)]
gap_fix = frozen_energy((0.0, R0), c_fix, R0 + shift) - fixed_energy(R0 + shift)
assert min(gap_float) > 0
assert gap_fix < 0

# ---------- output ----------
force_nN = constants.physical_constants["atomic unit of force"][0] * 1e9
print(f"Distance R = {R0:.1f} bohr; slopes are dE/dR in hartree/bohr")
for name, (zeta, t, T, V, total, virial, remainder) in results.items():
    print(f"[Slater, {name}] zeta = {zeta:.6f} 1/bohr, w = {zeta * R0:.6f}")
    print(f"  energy = {slater_energy(zeta, R0):.6f} hartree")
    print(f"  S = {t['S']:.6f}, J = {t['J']:.6f} hartree")
    print(f"  K = {t['K']:.6f} hartree, L = {t['L']:.6f} hartree")
    print(f"  S' = {t['dS']:.6f} 1/bohr")
    print(f"  J' = {t['dJ']:.6f}, K' = {t['dK']:.6f} hartree/bohr")
    print(f"  electrostatic term = {t['electrostatic']:.6f} hartree/bohr")
    print(f"  Pulay term = {t['pulay']:.6f} hartree/bohr")
    print(f"  total slope = {total:.6f} hartree/bohr")
    print(f"  T = {T:.6f}, V = {V:.6f} hartree (V with 1/R)")
    print(f"  -(2T+V)/R = {virial:.6f} hartree/bohr")
    print(f"  (zeta/R) dE/dzeta = {remainder + 0.0:.6f} hartree/bohr")
print(f"Pulay term, optimized zeta = "
      f"{results['optimized zeta'][1]['pulay'] * force_nN:.3f} nN")
print(f"Slope of re-optimized energy = {reoptimized_slope:.6f} hartree/bohr")
print(f"Equilibrium distance, optimized zeta = {R_eq:.4f} bohr")
print(f"Scan R = {scan_R[0]:.1f} to {scan_R[-1]:.1f} bohr, {len(scan_R)} points:")
print(f"  largest electrostatic term = {scan_es.max():.6f} hartree/bohr")
print(f"At R = {R_far:.0f} bohr: 2 R^2 * Pulay = {2 * R_far**2 * far['pulay']:.6f}")
print(f"  2 R^2 * electrostatic = {2 * R_far**2 * far['electrostatic']:.6f}")
print(f"  total slope = {far_slope:.1e} hartree/bohr")
print("[Gaussians] exponents =", ", ".join(f"{e:.1f}" for e in exponents), "1/bohr^2")
print(f"  fixed: energy = {E_fix:.6f} hartree")
print(f"  fixed: electrostatic term = {es_fix:.6f} hartree/bohr")
print(f"  fixed: Pulay term = {pulay_fix:.6f} hartree/bohr")
print(f"  fixed: total slope = {total_fix:.6f} hartree/bohr")
print(f"  floating: centres z = {z_float[0]:.5f} and {z_float[1]:.5f} bohr")
print(f"  floating: energy = {E_float:.6f} hartree")
print(f"  floating: electrostatic term = {es_float:.6f} hartree/bohr")
print(f"  floating: total slope = {total_float:.6f} hartree/bohr")
print(f"Frozen minus re-optimized energy, b moved by {shift:.2f} bohr:")
print(f"  floating, outward = {gap_float[0]:.6f} hartree")
print(f"  floating, inward = {gap_float[1]:.6f} hartree")
print(f"  fixed, outward = {gap_fix:.6f} hartree")
print("OK")
```

Running it gives:

```
Distance R = 2.0 bohr; slopes are dE/dR in hartree/bohr
[Slater, zeta = 1] zeta = 1.000000 1/bohr, w = 2.000000
  energy = -0.553771 hartree
  S = 0.586453, J = 0.472527 hartree
  K = 0.406006 hartree, L = 0.153472 hartree
  S' = -0.270671 1/bohr
  J' = -0.190474, K' = -0.270671 hartree/bohr
  electrostatic term = -0.116094 hartree/bohr
  Pulay term = 0.062289 hartree/bohr
  total slope = -0.053804 hartree/bohr
  T = 0.386258, V = -0.940029 hartree (V with 1/R)
  -(2T+V)/R = 0.083757 hartree/bohr
  (zeta/R) dE/dzeta = -0.137561 hartree/bohr
[Slater, optimized zeta] zeta = 1.238698 1/bohr, w = 2.477396
  energy = -0.586506 hartree
  S = 0.463739, J = 0.487743 hartree
  K = 0.361660 hartree, L = 0.152672 hartree
  S' = -0.298658 1/bohr
  J' = -0.217872, K' = -0.319159 hartree/bohr
  electrostatic term = -0.086733 hartree/bohr
  Pulay term = 0.086423 hartree/bohr
  total slope = -0.000310 hartree/bohr
  T = 0.587126, V = -1.173632 hartree (V with 1/R)
  -(2T+V)/R = -0.000310 hartree/bohr
  (zeta/R) dE/dzeta = -0.000000 hartree/bohr
Pulay term, optimized zeta = 7.120 nN
Slope of re-optimized energy = -0.000310 hartree/bohr
Equilibrium distance, optimized zeta = 2.0033 bohr
Scan R = 0.5 to 12.0 bohr, 47 points:
  largest electrostatic term = -0.003457 hartree/bohr
At R = 20 bohr: 2 R^2 * Pulay = 1.000016
  2 R^2 * electrostatic = -0.999995
  total slope = 2.6e-08 hartree/bohr
[Gaussians] exponents = 0.2, 0.8, 3.2, 12.8 1/bohr^2
  fixed: energy = -0.587746 hartree
  fixed: electrostatic term = -0.084057 hartree/bohr
  fixed: Pulay term = 0.085933 hartree/bohr
  fixed: total slope = 0.001876 hartree/bohr
  floating: centres z = 0.10863 and 1.89137 bohr
  floating: energy = -0.596837 hartree
  floating: electrostatic term = 0.001665 hartree/bohr
  floating: total slope = 0.001665 hartree/bohr
Frozen minus re-optimized energy, b moved by 0.05 bohr:
  floating, outward = 0.000758 hartree
  floating, inward = 0.000821 hartree
  fixed, outward = -0.003332 hartree
OK
```
